# Why a Richardson intercept does not directly give the Richardson constant

In the ideal emission model with parabolic bands, a metal contact on n-type (100) silicon has a Richardson constant of 247 A/cm²K², fixed by the electron masses. Its saturation current, computed between 250 and 350 K, gives a Richardson plot that is straight to better than one part in a million of the current. The intercept of that straight line gives 2512 A/cm²K². Nothing is wrong with the current, the fit or the contact area. The cause is a barrier that falls by 0.2 meV for each kelvin of heating.

**The belief and its appeal**

Thermionic emission over a barrier $\phi$ gives the saturation current density

$$J_0=A^*T^2e^{-\phi/k_BT}.$$

Here $\phi$ is the height of the conduction-band edge at the contact above the metal's Fermi level, in eV, and $k_B=0.08617$ meV/K. Dividing by $T^2$ and taking the logarithm,

$$\ln\frac{J_0}{T^2}=\ln A^*-\frac{\phi}{k_B}\,\frac1T .$$

Logarithms here are of numerical values in A/cm² and K. Plotted against $1/T$, this is a line with slope $-\phi/k_B$ and intercept $\ln A^*$. The belief is that a straight plot therefore delivers both quantities. It tempts because the algebra is correct for a constant barrier, and because a changing barrier might be expected to bend the plot. A straight plot then seems to certify its own assumption.

**What the constant means**

To see that $A^*$ has a value of its own, derive it from the electron flux. At zero bias, the flux from semiconductor to metal balances the reverse flux. A forward voltage $V$ multiplies the first by $e^{qV/k_BT}$ and leaves the second unchanged, so the net current is $J_0(e^{qV/k_BT}-1)$, where $J_0$ is the one-way equilibrium flux times the charge $q$.

Take one conduction-band valley with masses $m_x,m_y,m_z$ and the contact normal along $x$. The barrier is many $k_BT$ high, so the Fermi–Dirac occupation reduces to an exponential. With two spins and a density $1/(2\pi)^3$ of states in wavevector space,

$$J_0=\frac{2q}{(2\pi)^3}\int_{k_x>0}\frac{\hbar k_x}{m_x}\,e^{-\phi/k_BT}\exp\!\left(-\sum_i\frac{\hbar^2k_i^2}{2m_ik_BT}\right)d^3k .$$

The integral over $k_x$ gives $k_BT/\hbar$. The Gaussian integrals over $k_y$ and $k_z$ give $\sqrt{2\pi m_yk_BT}/\hbar$ and $\sqrt{2\pi m_zk_BT}/\hbar$. Their product, with $\hbar=h/2\pi$, is

$$J_0=\frac{q\sqrt{m_ym_z}\,k_B^2T^2}{2\pi^2\hbar^3}e^{-\phi/k_BT}
=\frac{4\pi q\sqrt{m_ym_z}\,k_B^2}{h^3}\,T^2e^{-\phi/k_BT}.$$

In the prefactor $k_B$ is in J/K. For the free-electron mass $m_0$ the constant is $A_0=4\pi qm_0k_B^2/h^3=120.2$ A/cm²K².

Silicon has six valleys, with one long mass $m_l=0.92\,m_0$ and two short masses $m_t=0.19\,m_0$. For a (100) contact, two valleys have their long axis along the normal and contribute $m_t$ each; the other four contribute $\sqrt{m_lm_t}$ each. Hence

$$A^*=A_0\,\frac{2m_t+4\sqrt{m_lm_t}}{m_0}=120.2\times2.052\approx247\ \text{A/cm}^2\text{K}^2 .$$

The barrier height does not enter. Changing the surface to (111) gives 258.5 A/cm²K², so crystal orientation cannot supply a factor of ten.

**A changing barrier that leaves the line straight**

Now let the barrier fall linearly over the measured range:

$$\phi(T)=\phi_0-\alpha T .$$

The exponent becomes

$$-\frac{\phi(T)}{k_BT}=-\frac{\phi_0}{k_BT}+\frac{\alpha T}{k_BT}
=-\frac{\phi_0}{k_BT}+\frac{\alpha}{k_B}.$$

The temperature cancels in the second term. The plotted quantity is therefore

$$\ln\frac{J_0}{T^2}=\left(\ln A^*+\frac{\alpha}{k_B}\right)-\frac{\phi_0}{k_B}\,\frac1T .$$

This is still a straight line, lifted by $\alpha/k_B$. Its intercept gives an apparent constant

$$A_{\rm app}=A^*e^{\alpha/k_B},$$

and its slope gives $\phi_0$, the barrier extrapolated linearly to 0 K. For $\alpha=0.2$ meV/K, $\alpha/k_B=0.2/0.08617=2.321$, and $e^{2.321}=10.18$. A tenfold inflation needs $\alpha=k_B\ln10=0.198$ meV/K. Neither the barrier height nor the temperature range enters the factor.

The small drift matters so much because the intercept lies at $1/T=0$, far outside the data. Over the 100 K range the barrier changes by just 20 meV, but the exponent contains the barrier divided by $T$, and a part of the barrier proportional to $T$ acts there as a constant prefactor.

**The numbers in the plot**

In the example the barrier is 0.650 eV at 300 K, so $\phi_0=0.650+0.0002\times300=0.710$ eV. Integrating the Fermi–Dirac flux numerically gives these currents:

| $T$ (K) | $\phi$ (eV) | $J_0$ (A/cm²) | $\ln(J_0/T^2)$ |
|---|---|---|---|
| 250 | 0.660 | 7.637×10⁻⁷ | −25.128 |
| 300 | 0.650 | 2.672×10⁻⁴ | −19.635 |
| 350 | 0.640 | 1.839×10⁻² | −15.712 |

The end points suffice to draw the line. Between them the logarithm changes by $9.416$ while $1/T$ changes by $0.0040000-0.0028571=0.0011429$ K⁻¹. The slope is $-8239$ K, and $8239\times0.08617$ meV is 0.710 eV. The intercept is $-25.128+8239\times0.004=7.83$, whose exponential is about 2500. The fit to eleven temperatures gives 2512 A/cm²K², or 10.18 times the true constant. These digits belong to parabolic valleys with the rounded masses. A non-parabolicity of 0.5 eV⁻¹, typical of silicon, moves the fitted value to about 2640 and leaves departures of about 4×10⁻⁴ from the line, with or without drift. Taking $m_l=0.98\,m_0$ moves $A^*$ to 253. Neither changes the factor $e^{\alpha/k_B}$.

Two controls isolate the cause. With a constant barrier the ratio is 1.000. With a barrier of 0.650 eV at 300 K that rises by 0.2 meV/K, it is 0.098, and the slope energy is 0.590 eV. Drift of either sign leaves a straight line with a wrong constant.

No better fit can repair this. A contact with constant $A^*$ and barrier $\phi_0-\alpha T$ has the same $J_0(T)$ as one with constant $A^*e^{\alpha/k_B}$ and fixed barrier $\phi_0$. Within this emission law, current data alone cannot distinguish them.

**Interface states and a curved drift**

Interface states offer one reason for a drift. If they are dense enough to hold the Fermi level at a definite place in the gap, the barrier depends on how that place moves as the gap shrinks on heating. A level held at a fixed distance from the conduction band leaves the barrier constant. One held at a fixed distance from the valence band makes the barrier take up the whole change of the gap. A level that keeps a fixed fraction of the gap gives an intermediate case.

The gap does not shrink quite linearly, so the result must be extended. Let $x=1/T$ and $y=\ln(J_0/T^2)=\ln A^*-\phi x/k_B$. Since $dT/dx=-T^2$, we have $d\phi/dx=-T^2\phi'$, where the prime means $d/dT$. Then

$$\frac{dy}{dx}=-\frac{\phi}{k_B}-\frac{x}{k_B}(-T^2\phi')=-\frac{\phi-T\phi'}{k_B}.$$

The tangent at $T$ meets $x=0$ at

$$y-x\frac{dy}{dx}=\ln A^*-\frac{\phi x}{k_B}+\frac{\phi x}{k_B}-\frac{xT\phi'}{k_B}
=\ln A^*-\frac{\phi'}{k_B}.$$

The local slope of the barrier sets the error; for $\phi'=-\alpha$ the earlier result returns.

With rough silicon parameters in the Varshni formula, the gap falls by 0.255 meV/K at 300 K. Hold the barrier at 0.650 eV at that temperature and vary the share of the gap change it takes up. For shares of zero, two thirds and one, the apparent constant near 300 K is 1.00, 7.2 and 19 times the true one. The drift of 0.2 meV/K lies between the last two cases. The ratios depend exponentially on the gap slope: other published fits of the silicon gap give 0.24 to 0.27 meV/K, which spreads the last two ratios over about 6 to 8 and 16 to 24.

Fitted over the full 100 K, the last two ratios become 7.1 and 18.8, and the points depart from the line by at most 0.014 in the logarithm, or 1.4% of the current. For comparison, $d\ln J_0/dT=2/T+\phi_0/k_BT^2$ is about 0.10 per kelvin at 300 K for the linear example. It is larger at 250 K and smaller at 350 K. A temperature error of about 0.1 to 0.2 K would move an end point as far, so the curvature is a poor warning.

**Reading the barrier correctly**

The slope energy is not the barrier at the temperature of use. Combining 0.710 eV with the true constant underestimates the current by $e^{\alpha T/k_BT}=10.18$ at every temperature in the example. Combining it with the apparent constant reproduces the currents, but then the prefactor is a fitted number and not a count of electrons and masses.

If $A^*$ is known and emission over the barrier carries the current, the barrier can be found at each temperature:

$$\phi(T)=k_BT\ln\frac{A^*T^2}{J_0}.$$

At 300 K this gives $25.85\ \text{meV}\times\ln(246.6\times300^2/2.672\times10^{-4})=0.650$ eV, as it should. If $A^*$ is the unknown, $\phi(T)$ must be measured independently, for instance from a photoemission threshold, and then $\ln(J_0/T^2)+\phi(T)/k_BT=\ln A^*$. This works if both measurements see the same barrier, which a patchy contact does not guarantee.

**A real diode**

The parameters are in the rough regime of a metal test diode on lightly doped silicon. The doping is taken as $10^{16}$ cm⁻³. The peak field at 300 K is then 0.037 MV/cm, and the doping is 0.04% of the band's effective density of states, so the semiconductor is far from degenerate. Under a contact to far more heavily doped silicon, tunnelling can dominate, and this analysis does not carry over.

Even the test diode departs from pure emission. If an effect multiplies $J_0$ by $g(T)$, it adds $\ln g$ to $y$, and the same tangent argument shifts the intercept by $\ln g+T\,d\ln g/dT$. The trend with temperature thus counts as well as the size. For this diode:

- Image-force lowering, 21 meV at 300 K, multiplies the fitted constant by about 0.87 in the simplest depletion estimate. The lowering itself goes into the slope; its decrease on heating lowers the intercept.
- Tunnelling raises $J_0$ by a factor of 1.56 at 300 K, yet multiplies the fitted constant by 0.85, because the gain shrinks on heating. This estimate uses the light mass and a sharp barrier top, and neglects reflection above the barrier.
- A diffusion law for the supply of electrons to the contact gives a factor of 0.65, with a rough mobility of 1200 cm²/Vs at 300 K that varies as $T^{-2.2}$. Most of this shift comes from the trend with temperature: the current itself is reduced by only about 10% at 300 K. The law is stretched beyond its range here, because the barrier falls by $k_BT$ within about 7 nm of the contact, while the mean free path is some tens of nanometres. The factor is a formal estimate, not a prediction for this diode.

Multiplied as if independent, the three estimates give 0.48 and would reduce the apparent ratio from 10.2 to 4.9. This indicates the scale only: besides the limit of the diffusion law, the image force rounds the same barrier top through which the electrons tunnel, so those two effects are not really separate. Treated together, with a semiclassical transmission through the rounded top, they raise $J_0$ at 300 K by about 2.4 rather than the 3.6 the separate estimates imply. They then multiply the fitted constant by about 0.8 rather than 0.74, and the apparent ratio is near 5.3. The drift still inflates the constant tenfold relative to the same diode without drift, if these corrections are held fixed. Scattering back from phonons and quantum reflection are left out; any part of them that does not depend on temperature scales the true and apparent constants alike. That part need not be small: the effective constant usually quoted for n-type silicon is about half of 247 A/cm²K², and a factor of two in $A^*$ shifts a barrier read from the current by about 18 meV at 300 K.

A patchy barrier can hide the effect of the drift on the intercept. If large, independent patches have a Gaussian spread $\sigma$ about the mean barrier, averaging the emission factor gives $\ln g=\sigma^2/2(k_BT)^2$. This varies as $T^{-2}$, so $T\,d\ln g/dT=-2\ln g$, and the intercept shifts by $-\sigma^2/2(k_BT)^2$. A spread of 30 meV halves the fitted constant. Near 300 K, a spread of $k_BT\sqrt{2\times2.321}\approx56$ meV would cancel the shift of the intercept from a drift of 0.2 meV/K, though over the full 100 K it bends the plot by about 0.04 in the logarithm. An intercept that agrees with the expected constant is therefore no proof of a constant, uniform barrier. A thermometer reading 1 K high, by comparison, raises the fitted constant by 10%.

The full set of computed values is in the numerical output below.

## Values computed for the example and the checks

```
Boltzmann constant: 0.08617 meV/K
barrier fall alpha: 0.20 meV/K
alpha/k: 2.321
exp(alpha/k): 10.18
alpha for exactly tenfold: 0.1984 meV/K
masses long, trans: 0.92, 0.19 m0
free-electron constant A0: 120.2 A/cm2K2
true constant, Si(100): 246.6 A/cm2K2
true constant, Si(111): 258.5 A/cm2K2
temperature range: 250 to 350 K
T = 250 K: barrier 0.660 eV, J0 7.637e-07 A/cm2, ln(J0/T^2) -25.128
T = 300 K: barrier 0.650 eV, J0 2.672e-04 A/cm2, ln(J0/T^2) -19.635
T = 350 K: barrier 0.640 eV, J0 1.839e-02 A/cm2, ln(J0/T^2) -15.712
barrier extrapolated to 0 K: 0.710 eV
fit: activation energy 0.7100 eV
fit: apparent constant 2512 A/cm2K2
fit: apparent/true 10.18
fit: worst residual in ln below 1e-6: True
control, constant barrier: apparent/true 1.000
control, rising barrier: apparent/true 0.0982, energy 0.590 eV
barrier at 300 K from J0 and true constant: 0.6500 eV
true J0 / J0 from slope energy and true constant: 10.18
Varshni: 1.17 eV, 0.473 meV/K, 636 K
gap slope at 300 K: -0.2546 meV/K
gap share 0.00: fall 0.000 meV/K, apparent/true 1.00 near 300 K, 1.00 full range, residual 0.0000
gap share 0.67: fall 0.170 meV/K, apparent/true 7.17 near 300 K, 7.08 full range, residual 0.0093
gap share 1.00: fall 0.255 meV/K, apparent/true 19.19 near 300 K, 18.83 full range, residual 0.0140
doping: 1.0e+16 cm^-3
doping / band density of states, 300 K: 3.64e-04
band bending, 300 K: 0.445 eV
depletion width, 300 K: 240 nm
peak field, 300 K: 0.0371 MV/cm
image-force lowering, 300 K: 21.4 meV
tunnelling gain in J0, 300 K: 1.56
mobility: 1200 cm2/Vs at 300 K, power -2.2
emission velocity, 300 K: 5.05e+06 cm/s
diffusion velocity, 300 K: 4.32e+07 cm/s
intercept factor, image force: 0.87
intercept factor, tunnelling: 0.85
intercept factor, diffusion: 0.65
intercept factor, these three: 0.48
apparent/true with these three: 4.9
intercept factor, 30 meV spread: 0.50
intercept factor, thermometer 1 K high: 1.10
```
